# Core-level $G_0W_0$ self-energies: contour deformation, analytic continuation and multiple roots, part 1

(Sections cited here and not found follow in the second part.)

## Core-level self-energies: contour deformation, analytic continuation and multiple roots

A $G_0W_0$ code built for valence levels can return a core binding energy that is wrong by electronvolts even though its fit reproduces the input data. For the oxygen 1s level of water in the calculation of this section, a Padé continuation that reproduces the self-energy of the highest occupied orbital (HOMO) to better than $10^{-6}$ eV misses the 1s self-energy by about 20 eV at the worst of the three leading roots, on data good to machine precision. With the self-energy evaluated exactly, a second failure appears. From a PBE reference the quasiparticle equation has six roots with more than 5% of the spectral weight and none with more than 25%, so a Newton solver returns whichever root its starting value leads to, and plain fixed-point iteration of the equation, which is stable only at a root carrying more than half the weight, converges to none. The first failure is numerical and is removed by contour deformation. The second belongs to the reference state.

### Definitions and the screened interaction

We take a closed shell, real spatial orbitals $\phi_m$ with energies $\varepsilon_m$ ($i,j$ occupied, $a,b$ empty), a finite basis, no relativity, and only diagonal elements of $\Sigma$. Frequencies enter as energies, $E=\hbar\omega$. Coulomb integrals are
$$(pq|rs)=\iint \phi_p\phi_q(\mathbf r)\,\frac{e^2}{4\pi\varepsilon_0|\mathbf r-\mathbf r'|}\,\phi_r\phi_s(\mathbf r')\,d^3r\,d^3r'.$$
The time-ordered reference propagator has the terms $1/(E-\varepsilon_i-i\eta)$ and $1/(E-\varepsilon_a+i\eta)$ with $\eta\to0^+$. The $G_0W_0$ correlation self-energy of orbital $p$ is defined by $(i\hbar/2\pi)\int d\omega'\,G_0W^c$, that is
$$\Sigma(E)=\frac{i}{2\pi}\sum_m\int_{-\infty}^{\infty}dE'\,\frac{W_m(E')}{x_m+E'\mp i\eta},\qquad x_m=E-\varepsilon_m, \tag{1}$$
with the upper sign for occupied $m$, and $W_m=(pm|W-v|mp)$. The quasiparticle equation is
$$E=E_0+\Sigma(E),\qquad E_0=\varepsilon_p+\Sigma_x-v_{xc},\qquad \Sigma_x=-\sum_i(pi|ip). \tag{2}$$
Here $v_{xc}$ is the expectation value of the whole exchange-correlation operator of the reference, including its exact-exchange fraction $\alpha$. Since $\varepsilon_p=\langle p|h+J|p\rangle+v_{xc}$, the constant $E_0=\langle p|h+J|p\rangle+\Sigma_x$ depends on the reference only through the orbitals.

In the direct random-phase approximation (RPA) the polarizability per spin is $-(i/2\pi)\int dE'\,G_0(E'+E)G_0(E')$. Two occupied or two empty factors have both poles in one half-plane, and closing the contour in the other gives zero. For a mixed pair we close in the upper half-plane, where $-(i/2\pi)(2\pi i)=1$ and only the occupied pole lies. With $D_{ia}=\varepsilon_a-\varepsilon_i>0$, the order $(a,i)$ has its pole at $E'=\varepsilon_i+i\eta$ and gives $1/(E-D+i\eta)$. The order $(i,a)$ has its pole at $E'=\varepsilon_i-E+i\eta$ and gives $-1/(E+D-i\eta)$. The sum, times 2 for spin, is a diagonal matrix over transitions,
$$\Pi_{ia}(z)=\frac{4D_{ia}}{z^2-D_{ia}^2}.$$
Let $K_{ia,jb}=(ia|jb)$, $(\mathbf v_m)_{ia}=(pm|ia)$ and $u_{ia}=(ia|W|mp)$. The Dyson equation $W=v+v\chi_0W$ projected on $\phi_i\phi_a$ reads $\mathbf u=\mathbf v_m+K\Pi\mathbf u$, and projected on $\phi_p\phi_m$ it reads $W_m=\mathbf v_m^T\Pi\mathbf u$. Because $\Pi(1-K\Pi)^{-1}=[(1-K\Pi)\Pi^{-1}]^{-1}$,
$$W_m(z)=\mathbf v_m^T\left[\frac{z^2-D^2}{4D}-K\right]^{-1}\mathbf v_m. \tag{3}$$
One value costs one linear solve, and $W_m$ is even in $z$. At $z=0$ and $m=p=1s$ the equation for $\mathbf u$ is the self-consistent Hartree response to the Coulomb potential of $|\phi_{1s}|^2$. The numerical check of this section applies that potential as a finite field, rediagonalizes to self-consistency, and asserts agreement with (3) to a relative $10^{-4}$. Both roads give $-40.2065$ eV, which tests the sign and the factor 4.

### The pole sum

For a small basis $W$ can be diagonalized. Factoring $D^{-1/2}$ out on both sides,
$$\frac{z^2-D^2}{4D}-K=\tfrac14D^{-1/2}(z^2-M)D^{-1/2},\qquad M=D^2+4D^{1/2}KD^{1/2}.$$
$K$ is a Coulomb Gram matrix and hence positive semidefinite, so $M=T\Omega^2T^T$ with orthogonal $T$ and real $\Omega_s>0$. Inverting and restoring the time ordering $\Omega\to\Omega-i\eta$,
$$W_m(z)=\sum_s\frac{2\Omega_sw_{ms}^2}{z^2-\Omega_s^2}=\sum_sw_{ms}^2\left[\frac1{z-\Omega_s+i\eta}-\frac1{z+\Omega_s-i\eta}\right],\qquad w_{ms}^2=\frac{2(\mathbf v_m^TD^{1/2}T_s)^2}{\Omega_s}. \tag{4}$$
The poles of $W$ lie in the fourth and second quadrants. In (1) the integrand falls as $|E'|^{-3}$, so arcs at infinity vanish. For occupied $m$ the propagator pole is in the upper half-plane. Closing clockwise below picks $E'=\Omega_s$ with the factor $(i/2\pi)(-2\pi i)=1$. For empty $m$ we close above and pick $E'=-\Omega_s$ with residue sign $-1$ and factor $(i/2\pi)(2\pi i)=-1$. Thus
$$\Sigma(E)=\sum_{i,s}\frac{w_{is}^2}{E-\varepsilon_i+\Omega_s}+\sum_{a,s}\frac{w_{as}^2}{E-\varepsilon_a-\Omega_s}\equiv\sum_k\frac{a_k}{E-d_k},\qquad a_k>0. \tag{5}$$
This serves as the reference for everything below.

### Contour deformation

Follow the real $E'$ axis from $-\infty$ to $+\infty$, the arc to $+i\infty$, the imaginary axis down to $-i\infty$, and the arc back to $-\infty$. The path circles quadrant I counterclockwise and quadrant III clockwise, and neither holds a pole of $W$. The propagator pole $E'=-x_m\pm i\eta$ lies in quadrant I if $m$ is occupied and $x_m<0$, and in quadrant III if $m$ is empty and $x_m>0$. Therefore
$$\int_{-\infty}^{\infty}=\int_{-i\infty}^{i\infty}+\,2\pi i\Big[\sum_{\varepsilon_i>E}W_i(-x_i)-\sum_{\varepsilon_a<E}W_a(-x_a)\Big].$$
Multiply by $i/2\pi$. On the imaginary axis $E'=i\nu$, $dE'=i\,d\nu$, which gives the prefactor $-1/2\pi$. Folding $\nu<0$ onto $\nu>0$ with the evenness of $W$ and $1/(x+i\nu)+1/(x-i\nu)=2x/(x^2+\nu^2)$ yields $\Sigma=I+R$ with
$$I(E)=-\frac1\pi\sum_m\int_0^\infty d\nu\,W_m(i\nu)\frac{x_m}{x_m^2+\nu^2},\qquad R(E)=-\sum_{\varepsilon_i>E}W_i(\varepsilon_i-E)+\sum_{\varepsilon_a<E}W_a(E-\varepsilon_a). \tag{6}$$

The signs can be confirmed pole by pole. Partial fractions in $\nu^2$ and $\int_0^\infty d\nu/(c^2+\nu^2)=\pi/2|c|$ give
$$\int_0^\infty\frac{x\,d\nu}{(x^2+\nu^2)(\Omega^2+\nu^2)}=\frac{x}{\Omega^2-x^2}\left[\frac{\pi}{2|x|}-\frac{\pi}{2\Omega}\right]=\frac{\pi\,\mathrm{sgn}\,x}{2\Omega(|x|+\Omega)}. \tag{7}$$
With $W(i\nu)=-2\Omega w^2/(\nu^2+\Omega^2)$ each pair $(m,s)$ contributes $w^2\,\mathrm{sgn}\,x/(|x|+\Omega)$ to $I$. For occupied $m$ and $x>0$ this is $w^2/(x+\Omega)$, the term of (5). For $x<0$ it is $w^2/(x-\Omega)$, and the residue $-w^2[1/(x-\Omega)-1/(x+\Omega)]$ completes it to $w^2/(x+\Omega)$. For empty $m$ and $x<0$ the term $w^2/(x-\Omega)$ is already right. For $x>0$ it is $w^2/(x+\Omega)$, and $+W(x)$ turns it into $w^2/(x-\Omega)$.

The denominators $|x|+\Omega$ never vanish, so $I$ has no poles and every pole of $\Sigma$ sits in $R$. As $x_m\to0^\pm$ the contribution to $I$ tends to $\pm\sum_sw^2/\Omega=\mp W_m(0)/2$, a jump that the entering residue cancels. At $x_m=0$ itself the integrand vanishes, and continuity of (5) requires half the residue. Equation (6) then holds at every real $E$ off the poles $d_k$.

### Algorithm and error

The kernel $x/(x^2+\nu^2)$ becomes a spike of width $|x|$ when $E$ is near an orbital energy. We subtract $W_m(0)\,b^2/(b^2+\nu^2)$ from $W_m(i\nu)$ and add its integral back, which by (7) with $\Omega\to b$ is $-W_m(0)\,b\,\mathrm{sgn}\,x_m/[2(|x_m|+b)]$. The steps are as follows.

1. Map $\nu=\nu_0(1+t)/(1-t)$, $d\nu=2\nu_0\,dt/(1-t)^2$, and take $N$ Gauss–Legendre nodes in $t$.
2. Compute $W_m(0)$ and $W_m(i\nu_n)$ for all $m$ from (3). This is done once.
3. For each $E$, sum the subtracted integrand, add the analytic term, and solve (3) at each real $|x_m|$ that (6) requires.
4. Bracket and refine the roots of (2), and take the weights from a finite difference of $\Sigma$.

The quadrature error follows from the singularities of the integrand. In $t$ it is a rational function, regular at $t=1$ because it falls as $\nu^{-4}\propto(1-t)^4$ against the Jacobian $(1-t)^{-2}$. Its poles are $\nu=\pm is$ with $s\in\{\Omega_s,|x_m|,b\}$, which map to $t=(\pm is-\nu_0)/(\pm is+\nu_0)$. A function analytic inside the ellipse with foci $\pm1$ and semi-axis sum $\rho$ is analytic in the annulus $\rho^{-1}<|\zeta|<\rho$ of $t=(\zeta+1/\zeta)/2$. Its Chebyshev coefficients are the Laurent coefficients in $\zeta$ and fall as $\rho^{-k}$. The rule is exact to degree $2N-1$ and has positive weights of fixed sum, so its error falls as $\rho^{-2N}$. On the ellipse the distances to the foci add up to $\rho+1/\rho$. From $|t+1|=2s/\sqrt{s^2+\nu_0^2}$ and $|t-1|=2\nu_0/\sqrt{s^2+\nu_0^2}$,
$$\rho=A+\sqrt{A^2-1},\qquad A=\frac{s+\nu_0}{\sqrt{s^2+\nu_0^2}}. \tag{8}$$
$A$ is unchanged under $s/\nu_0\to\nu_0/s$, so $\nu_0$ should be near the geometric mean of the smallest and largest scales. The program uses $N=64$, $\nu_0=40.817$ eV and $b=27.211$ eV. The lowest excitation, $s=7.505$ eV, gives $A=48.322/41.501=1.164$, $\rho=1.76$ and $\rho^{-128}\sim10^{-31}$. The largest scale, about 856 eV, is slower, with $A=1.047$, $\rho=1.355$ and $\rho^{-128}\approx10^{-17}$, and it sets the rate away from orbital energies (the geometric mean of the two scales is 80 eV, twice the $\nu_0$ used). Near an orbital energy a small $|x|$ is the hard case: $s=0.3$ eV gives $A=1.0073$, $\rho=1.129$ and $\rho^{-128}\approx2\times10^{-7}$. The residue at $\nu=i|x|$ is proportional to $W(|x|)$ without the subtraction, and to $W(|x|)-W(0)b^2/(b^2-x^2)=O(x^2)$ with it, so the slowly converging term is suppressed where it would matter. These factors are rates, not error values. The program compares (6) with (5) at eight energies above, at and below $\varepsilon_{1s}$, in the valence region and above the gap. It asserts $|\text{difference}|/(1\ \text{hartree}+|\Sigma|)<10^{-7}$ and finds $2.0\times10^{-12}$.

The matrix in (3) is singular only at $|x_m|=\Omega_s$. Where $w_{ms}\ne0$ this is a pole of $\Sigma$. Where symmetry makes $w_{ms}=0$, $W_m$ has a finite limit and $\Sigma$ has no pole, but the linear solve breaks down at exactly that energy and $E$ must be moved slightly. An error $\delta\Sigma$ moves a root of (2) by $\delta E=\Sigma'\delta E+\delta\Sigma$, that is $\delta E=Z\,\delta\Sigma$ to first order, with $Z=1/(1-\Sigma')$. The price of a core level is that below $\varepsilon_{1s}$ every occupied orbital contributes a residue, here five solves of dimension 265 per energy.

### Why continuation from the gap fails

For $\mathrm{Re}\,E$ inside the gap $R=0$. The integral $I(E)$ is analytic in that strip, since $x_m=\pm i\nu$ needs $\mathrm{Re}\,x_m=0$, and it equals (5) on the real gap, so it equals (5) along $E=\mu+i\nu$ with $\mu$ at mid-gap. The program asserts this at one complex point. Analytic continuation fits those values and evaluates the fit on the real axis. A function (5) with $P$ poles is a ratio of polynomials of degrees $P-1$ and $P$. Two such ratios that agree at $2P$ points have a difference whose numerator, of degree $2P-1$, has $2P$ zeros, so they are identical. Continuation is therefore exact for enough exact data. In practice far fewer than $2P$ points are used and the data carry noise, so both the number of points and the conditioning matter. The conditioning can be bounded.

Take the $n$ poles in an interval of centre $c$ and half-width $h$ as a positive measure $\sigma$ of total strength $\mu_0=\sum a_k$, at distance $r$ from $\mu$. Let $\pi_k$, $k<n$, be the monic polynomial of degree $k$ orthogonal under $\sigma$ to all lower degrees. It changes sign $k$ times inside the interval. If it did so fewer times, its product with the lower-degree polynomial that vanishes at those points would have one sign and a nonzero integral. Place nodes at the zeros, with weights that integrate degree $k-1$ exactly. A polynomial of degree $2k-1$ is $\pi_kg+l$ with $g$ and $l$ of degree below $k$. The first part integrates to zero and vanishes at the nodes, so the rule is exact to degree $2k-1$. Applied to squared Lagrange polynomials it shows that the weights are positive. The $k$ nodes and weights thus form an admissible self-energy, a surrogate for the $n$ poles. Now write
$$\frac1{z-x}=\frac{\pi_k(z)^2-\pi_k(x)^2}{(z-x)\,\pi_k(z)^2}+\frac{\pi_k(x)^2}{(z-x)\,\pi_k(z)^2}.$$
The first term is a polynomial in $x$ of degree $2k-1$ and is integrated exactly. The second vanishes at the nodes. The change of $\Sigma$ is therefore
$$\Delta\Sigma(z)=\frac1{\pi_k(z)^2}\int\frac{\pi_k(x)^2}{z-x}\,d\sigma(x).$$
Any monic $q$ of degree $k$ is $\pi_k+l$ with $l$ of lower degree, so $\int q^2d\sigma=\int\pi_k^2d\sigma+\int l^2d\sigma\ge\int\pi_k^2d\sigma$. Choose $q=2(h/2)^kT_k((x-c)/h)$, which is monic because $T_k$ has leading coefficient $2^{k-1}$, and which is bounded by $2(h/2)^k$ on the interval. On the line $z=\mu+i\nu$ we have $|z-x|\ge r$ and $|\pi_k(z)|\ge r^k$, so
$$|\Delta\Sigma(\mu+i\nu)|\le\frac{4\mu_0}{r}\left(\frac{h}{2r}\right)^{2k}. \tag{9}$$
Data with absolute noise $\delta$ cannot tell the $n$ poles from $k$ poles once the right side is below $\delta$, whatever fitting method and number of points are used. The threshold value of $k$ grows only as $\ln(1/\delta)$. The bound bites when $h\ll2r$, the geometry of the poles within a narrow window next to a core level (not of all poles of a core self-energy, which spread much further), falls by a factor of only 4 per added pole when $h=r$, and says nothing once $h\ge2r$.

Contour deformation, equation (6), gives the self-energy at every real energy off its poles, while (9) bounds how well data on the line $E=\mu+i\nu$ can resolve a distant group of poles. What remains is to find the roots of the quasiparticle equation and their weights, and to test both methods on the oxygen 1s level of water.
